Mass and Lifetime Gains in a Strained Silicon Inversion Layer

**The problem**

An electron inversion layer on silicon (001) is put under equal in-plane tensile strain ε along [100] and [010]. The conduction band has six ellipsoidal valleys, with mass ml along the valley axis and mt across it. Two valleys have their axis along z, the surface normal (the twofold valleys, label 2). Four have it in the plane (the fourfold valleys, label 4).

Take T = 300 K, kT = 25.85 meV, ml = 0.92 m0, mt = 0.19 m0, electron density N = 5×10¹² cm⁻² and depletion density Nd = 1×10¹² cm⁻². The permittivity is 11.7 ε0, the shear deformation potential Ξu = 9 eV and C12/C11 = 0.39. These material values are rough typical ones for silicon.

Assume parabolic valleys whose masses do not change with strain, a triangular well with a hard wall at z = 0, and one subband in each kind of valley. N, Nd and the well field are held fixed as strain is applied.

**(a) How far does strain move the fourfold valleys relative to the twofold ones? Evaluate the shift at ε = 1%.**

*Answer.* The free surface carries no normal stress. The elastic energy density is

u = ½C11(2ε² + ε_zz²) + C12(ε² + 2εε_zz).

Setting ∂u/∂ε_zz = C11 ε_zz + 2C12 ε = 0 gives ε_zz = −2(C12/C11)ε, so the crystal thins along z.

A valley with axis i shifts by Ξd(2ε + ε_zz) + Ξu ε_ii. The first term is common to all valleys and cancels in the difference:

S = Ξu(ε − ε_zz) = Ξu ε(1 + 2C12/C11).

At 1%, S = 9 × 0.01 × 1.78 eV = 160 meV. It is positive, so the fourfold valleys rise.

**(b) Find the subband edges and the valley populations without strain.**

*Answer.* The field at depth z comes from the depletion charge and the electrons lying deeper. Averaged over the electrons, the deeper fraction is ½, so

F = e(Nd + N/2)/(11.7 ε0) = 0.541 MV/cm = 0.0541 V/nm.

The bound states obey −(ħ²/2m_z)ψ″ + eFzψ = Eψ with ψ(0) = 0. Put z = ls with l³ = ħ²/(2m_z eF). The equation becomes d²ψ/ds² = (s − E/eFl)ψ, whose decaying solution is Ai(s − E/eFl). The wall requires −E/eFl to be a zero of Ai. The first lies at −2.338, hence

E = 2.338 eFl.

The twofold valleys have m_z = ml, l = 0.915 nm and E2 = 115.8 meV. The fourfold valleys have m_z = mt, l = 1.547 nm and E4 = 195.8 meV. Confinement alone separates them by G = 80.1 meV.

In the plane, a valley with masses mx and my encloses a k-space area 2π√(mx my) E/ħ² below kinetic energy E. Dividing by (2π)², doubling for spin and differentiating with respect to E gives the constant density of states m_d/(πħ²), with m_d = √(mx my). For g valleys the Fermi integral is

n = [g m_d kT/(πħ²)] ln{1 + exp[(E_F − E_edge)/kT]}.

Here m_d is 0.190 m0 for g = 2 and 0.418 m0 for g = 4. The prefactors are 4.10×10¹² and 18.1×10¹² cm⁻². The condition n2 + n4 = N puts E_F 10.9 meV above E2:

n2 = 4.10×10¹² × ln(1 + e^0.422) = 3.80×10¹² cm⁻²,

n4 = 18.1×10¹² × ln(1 + e^−2.68) = 1.20×10¹² cm⁻².

The shares are f2 = 0.760 and f4 = 0.240. Boltzmann statistics would give f2 = 1/(1 + 4.40 e^−3.10) = 0.834. Filling of the twofold states pushes E_F up and sends more electrons into the fourfold valleys, so degeneracy matters here.

**(c) Define and compute the average conductivity mass M. What is the greatest gain that mass alone can give in this layer?**

*Answer.* Give every electron the same impulse ħδk along x. In one valley the mean of k_x was zero and becomes δk, so the mean velocity is ħδk/m_x. Averaging over all electrons and writing the result as ħδk/M defines M. Two of the fourfold valleys have m_x = ml and two have m_x = mt, equally filled, so

1/M = f2/mt + f4/m4, with 1/m4 = ½(1/mt + 1/ml).

This gives m4 = 0.315 m0. Without strain,

m0/M = 0.7597/0.190 + 0.2403/0.3150 = 4.761, so M = 0.210 m0.

At 1% strain the fourfold edge lies G + S = 240 meV above E2. Solving for E_F again gives f4 = 0.0008 and M = 0.190 m0. The mass factor is

R_mass = M(0)/M(ε) = 0.2100/0.1901 = 1.105.

Since m4 > mt, 1/M grows with f2 and is greatest at f2 = 1, where M = mt. Using 1 − mt/m4 = ½(1 − mt/ml),

R_mass ≤ M(0)/mt = 1/[1 − ½f4(0)(1 − mt/ml)] = 1/(1 − 0.2403 × 0.3967) = 1.105.

The 1% value has reached this limit to the digits shown. Six equally filled valleys, f4 = 2/3, would have had a limit of 1.36. Confinement has already taken most of that gain before any strain is applied.

Compressive strain reverses the sign of S. In the limit f4 → 1 the mass rises to m4 and the mass factor falls to 0.210/0.315 = 0.67.

**(d) Electrons scatter from acoustic phonons within a valley and from 60 meV phonons between valleys. Derive the momentum relaxation rate and show which scattering strain removes.** Use D_ac = 12 eV, an intervalley coupling D = 8×10⁸ eV/cm for every pair of valleys, mass density ρ = 2330 kg/m³ and sound speed c = 9000 m/s. The couplings are rough effective values.

*Answer.* For volume V the squared acoustic matrix element is D_ac²q²ħN_q/(2ρVω), with ω = cq. At room temperature N_q ≈ kT/ħω, and absorption and emission together give D_ac²kT/(ρc²V). The small acoustic phonon energy is neglected. For an intervalley phonon of energy E_ph the square is ħ²D²/(2ρVE_ph), times N_ph for absorption or N_ph + 1 for emission, with N_ph = 0.1089.

Write either square as C/V, and let L be the normalization length along z and A the area, V = AL. The well does not conserve normal momentum, so all q_z contribute. By completeness of plane waves,

Σ_qz |∫ψ_i ψ_j e^(iq_z z) dz|² = L I_ij, with I_ij = ∫|ψ_i|²|ψ_j|² dz.

Scattering keeps the spin, so one final valley offers A m_d/(2πħ²) states per unit energy. The golden rule gives

W = (2π/ħ)(C/V)(L I_ij)(A m_d/2πħ²) = C m_d I_ij/ħ³.

Therefore

W_ac = D_ac² kT m_d I/(ħ³ρc²),

W_iv = D² m_d I/(2ħρE_ph) × (N_ph or N_ph + 1) per final valley.

Now let the occupation be f + δ, where f is the Fermi function and δ is odd in k about each valley centre. The collision term for one state is

Σ′[W(′→) f′(1 − f) − W(→′) f(1 − f′)].

The rates do not depend on direction, so sums over δ′ cancel between k′ and −k′. What remains is −δ Σ′[W(′→)f′ + W(→′)(1 − f′)]. Detailed balance, W(′→)f′(1 − f) = W(→′)f(1 − f′), turns the bracket into W(→′)(1 − f′)[f/(1 − f) + 1]. Hence

1/τ = Σ W (1 − f′)/(1 − f).

A twofold electron can go to the opposite twofold valley or to four fourfold valleys. The second process needs a kinetic energy above G + S − E_ph for absorption. This threshold is 20 meV without strain and 180 meV, or 7.0 kT, at 1%. Emission needs a further 120 meV.

Take a twofold electron with kinetic energy 2kT = 51.7 meV, which is too little to emit. The Airy functions give I22 = 0.456 nm⁻¹ and I24 = 0.262 nm⁻¹.

- Acoustic: W_ac = 5.46×10¹² s⁻¹, with or without strain.
- To the opposite valley at 1% strain: 2.75×10¹² × 0.1089 × 1.28 = 0.38×10¹² s⁻¹. The last factor is (1 − f′)/(1 − f).
- To the fourfold valleys without strain: 2.75×10¹² × 4 × (0.418/0.190) × (0.262/0.456) × 0.1089 × 1.18 = 1.79×10¹² s⁻¹. At 1% strain it is zero.

The total falls from 7.60×10¹² to 5.85×10¹² s⁻¹. For twofold electrons, 1% strain all but removes scattering into the fourfold valleys and leaves the acoustic and opposite-valley processes in place. The few electrons still in the fourfold valleys can drop into the twofold ones as before.

**(e) Compute the mobility at 0 and 1% strain, and split its gain into a mass part and the rest.**

*Answer.* In a weak field 𝓔 along x, the steady state has δ = e𝓔τ v_x ∂f/∂E. The drift speed per unit field in one valley is e Σv_x²τ(−∂f/∂E)/Σf. On an ellipse of kinetic energy E, v_x² = (2E/m_x)cos²θ in scaled angle, with mean E/m_x. Integration by parts gives ∫E(−∂f/∂E)dE = ∫f dE. Each valley therefore contributes eτ_v/m_x, where

τ_v = ∫Eτ(−∂f/∂E)dE / ∫E(−∂f/∂E)dE,

and for the whole layer

μ = eK, K = f2τ2/mt + f4τ4/m4.

The integrals give τ2 = 0.1177 ps and τ4 = 0.0717 ps without strain, and 0.1481 ps and 0.0692 ps at 1%. In units of ps/m0,

K(0) = 0.7597 × 0.1177/0.190 + 0.2403 × 0.0717/0.3150 = 0.4706 + 0.0547 = 0.5253,

K(1%) = 0.9992 × 0.1481/0.190 + 0.0002 = 0.7790.

With e(1 ps)/m0 = 1759 cm²/Vs, the mobilities are 924 and 1371 cm²/Vs (0.092 and 0.137 m²/Vs), a ratio of 1.483.

Dividing by R_mass = 1.105 leaves 1.342. This remainder is not all reduced scattering, because moving electrons from short-lived to long-lived valleys raises the average lifetime even if neither lifetime changes. To separate the two, use the strained populations with the unstrained lifetimes:

K* = 0.9992 × 0.1177/0.190 + 0.0002 = 0.6192.

Then μ(ε)/μ(0) = R_mass R_mix R_life, with

R_mix = [K*/K(0)]/R_mass = 1.179/1.105 = 1.067,

R_life = K(1%)/K* = 1.258.

In logarithms, mass supplies 25% of the gain, the change of mix 16% and the longer lifetimes 58%. At other strains:

| ε (%) | M/m0 | R_mass | R_mix | R_life | μ (cm²/Vs) |
|---|---|---|---|---|---|
| 0 | 0.210 | 1 | 1 | 1 | 924 |
| 0.2 | 0.197 | 1.064 | 1.042 | 1.121 | 1149 |
| 0.5 | 0.191 | 1.098 | 1.063 | 1.228 | 1324 |
| 1.0 | 0.190 | 1.105 | 1.067 | 1.258 | 1371 |

Most of the gain is reached by 0.5%. Beyond that few fourfold electrons remain, and few twofold electrons have the energy to reach the fourfold valleys.

**(f) Is R_life really due to reduced intervalley scattering, and is the split unique?**

*Answer.* Remove scattering between twofold and fourfold valleys at both strains and keep everything else. R_life becomes 0.992 and the total gain 1.162. The lifetime gain has gone, so it was caused by this scattering. The small loss comes from the higher Fermi level in the twofold valleys. It shifts the weight in τ_v toward higher energies, where electrons can emit phonons. Its effect through the factor (1 − f′)/(1 − f) is smaller and of opposite sign.

The mass factor is still 1.105, so R_mix is now 1.162/(1.105 × 0.992) = 1.06. The mix gain thus survives without that scattering. One reason is that the acoustic rate is proportional to m_d I, which is 0.418 × 0.270 = 0.113 in the fourfold valleys and 0.190 × 0.456 = 0.087 in the twofold ones.

The split between R_mix and R_life depends on the order. If the lifetimes change first, at unstrained populations, their factor is

(0.7597 × 0.1481/0.190 + 0.2403 × 0.0692/0.3150)/0.5253 = 1.228,

and the mix factor is 1.483/(1.228 × 1.105) = 1.093. The lifetime part is the largest in either order. R_mass, defined from M, does not depend on the order.

**(g) How far can these numbers be trusted for a real transistor channel?**

*Answer.* The density and field are typical of a silicon channel in strong inversion. The oxide field, 2.8 MV/cm for silicon dioxide, is well below its breakdown field of roughly 10 MV/cm. A strain of 1% is large but within the range used in strained layers. The mobility of 924 cm²/Vs is limited by phonons alone, and is high for a real channel at this field, where several hundred cm²/Vs is a rough typical size.

The hard wall was taken as perfectly smooth, which real interfaces are not. Take unscreened roughness of 0.3 nm rms height and 1.5 nm correlation length, with Gaussian correlation and unchanged by strain. With one roughness rate per valley kind, evaluated at kinetic energy kT, the unstrained mobility falls to 545 cm²/Vs and the total gain at 1% from 1.48 to 1.36. Letting the rate vary with energy gives about 590 cm²/Vs and 1.40. Screening would raise both mobilities but need not restore the gain, because strain moves electrons into valleys with a lower density of states and so weakens the screening. Charged-impurity scattering has not been estimated.

Other changes, made one at a time at 1% strain, give:

| Change | R_mass | Total gain |
|---|---|---|
| None | 1.105 | 1.48 |
| Six subbands per valley kind | 1.099 | 1.44 |
| Self-consistent Hartree well, with ten subbands per valley kind | 1.136 | 1.52 |
| Coupling between perpendicular valleys halved | 1.105 | 1.23 |
| 400 K | 1.164 | 1.75 |

The Hartree well, which omits exchange and correlation, puts more electrons in the fourfold valleys at zero strain (f2 = 0.70), so strain has more to empty. The same holds at 400 K, where using six subbands per valley kind lowers the total gain from 1.75 to 1.66. Nonparabolicity, taken roughly as 0.5 eV⁻¹, raises both masses by about 10% but moves R_mass only to about 1.11.

At 300 K these estimates place the mass gain at about 10 to 14%. The lifetime gain is much less certain, because it rests on the coupling between perpendicular valleys, which is only roughly known: halving it cuts R_life from 1.26 to 1.07, and mass then becomes the largest of the three factors.

Calculated quantities

```
T = 300 K, kT = 25.85 meV
ml, mt = 0.92, 0.19 m0; eps Si, oxide = 11.7, 3.9
N_inv, N_dep = 5.0e+12, 1.0e+12 cm^-2
Xi_u = 9.0 eV, C12/C11 = 0.39
D_ac = 12.0 eV; D_g, D_f = 8.0e+08, 8.0e+08 eV/cm
E_ph = 60 meV, phonon number = 0.1089
density = 2330 kg/m^3, sound speed = 9000 m/s
effective field = 0.541 MV/cm
first Airy zero magnitude = 2.3381
well lengths l (2fold, 4fold) = 0.915, 1.547 nm
edges (2fold, 4fold) = 115.8, 195.8 meV
confinement splitting = 80.1 meV
overlaps 22, 24, 44 = 0.456, 0.262, 0.270 1/nm
DOS masses = 0.190, 0.4181 m0
conductivity masses = 0.190, 0.3150 m0
strain 0.0 %: valley shift 0.0 meV, E_F-E2 10.9 meV
  f2 0.7597, f4 0.24032, M 0.2100 m0, mobility 924 cm2/Vs
  tau2 0.1177 ps, tau4 0.0717 ps
  factors: mass 1.0000, mix 1.0000, life 1.0000, total 1.0000
strain 0.2 %: valley shift 32.0 meV, E_F-E2 18.1 meV
  f2 0.9060, f4 0.09399, M 0.1974 m0, mobility 1149 cm2/Vs
  tau2 0.1326 ps, tau4 0.0703 ps
  factors: mass 1.0642, mix 1.0422, life 1.1211, total 1.2434
strain 0.5 %: valley shift 80.1 meV, E_F-E2 21.7 meV
  f2 0.9830, f4 0.01698, M 0.1913 m0, mobility 1324 cm2/Vs
  tau2 0.1448 ps, tau4 0.0694 ps
  factors: mass 1.0979, mix 1.0625, life 1.2281, total 1.4326
strain 1.0 %: valley shift 160.2 meV, E_F-E2 22.4 meV
  f2 0.9992, f4 0.00079, M 0.1901 m0, mobility 1371 cm2/Vs
  tau2 0.1481 ps, tau4 0.0692 ps
  factors: mass 1.1050, mix 1.0666, life 1.2584, total 1.4832
mass-factor limit, this layer = 1.1054
mass-factor limit, equal valleys = 1.3596
log shares at 1 %: mass 25.3, mix 16.4, life 58.3 %
life factor if lifetimes change first = 1.2279
inter-ladder off: life 0.9923, total 1.1618
2fold rate at 2kT, 0 %: 7.604e+12 1/s, inter-ladder 1.787e+12 1/s
2fold rate at 2kT, 1 %: 5.847e+12 1/s, inter-ladder 0.000e+00 1/s
Neglected effects, gain factors at 1 % strain:
  six subbands per ladder: mass 1.099, mix 1.063, life 1.235, total 1.442
  Hartree: mass 1.136, mix 1.061, life 1.262, total 1.522
  D_f halved: mass 1.105, mix 1.046, life 1.065, total 1.230
  400 K: mass 1.164, mix 1.099, life 1.367, total 1.748
  with roughness: mass 1.105, mix 1.070, life 1.148, total 1.357
Hartree, no strain: f2 0.698, mobility 877 cm2/Vs
roughness rms, length = 0.3, 1.5 nm; unstrained mobility 545 cm2/Vs
roughness rates (2fold, 4fold) = 5.70e+12, 9.76e+12 1/s
nonparabolicity 0.5 1/eV: masses up 7.1, 9.2 %
mass factor with those masses = 1.1084
unstrained f2 with Boltzmann statistics = 0.8342
oxide field = 2.78 MV/cm
```
